Two Ising decouplings of nearest-neighbour repulsion for spinless fermions

**Problem**

Spinless fermions with annihilation operators c_i and occupations n_i = c_i†c_i move on a lattice with the Hamiltonian

H = −t Σ_b B_b + V Σ_b (n_i − ½)(n_j − ½),  V > 0.

The sums run over nearest-neighbour bonds b = (i,j), with i ≠ j, and B_b is the bond hopping operator defined below. An auxiliary-field simulation cuts the inverse temperature β into slices Δτ, measured in inverse energy, and replaces the interaction on each bond by one-body exponentials coupled to an Ising field s = ±1. Two one-body operators are candidates:

D = n_i − n_j (density channel),

B = c_i†c_j + c_j†c_i (hopping channel).

Write x = ΔτV and let O stand for D or B. The decoupling sought is

exp[−x(n_i − ½)(n_j − ½)] = C · ½ Σ_{s=±1} exp(λsO).  (1)

(a) Estimate λ for small x by scaling.

(b) Find C and λ exactly in each channel. What changes for V < 0, and for an interaction written as V n_i n_j?

(c) How must the exponentials be combined when bonds share a site?

(d) Do the two channels give fermion determinants of the same sign on a bipartite lattice?

Evaluate the results for a four-site ring with V = 4t, β = 2/t and Δτ = 0.5/t, so that x = 2. These are model parameters, and t is the unit of energy.

**First estimate by scaling**

The interaction energy is +V/4 on an empty or doubly occupied bond and −V/4 on a singly occupied one. Over one slice, single occupation therefore gains a relative factor exp(x/2) ≈ 1 + x/2.

The field must supply this factor. Its linear effect cancels between s = +1 and s = −1, so the first surviving effect is quadratic:

½ Σ_s exp(λsO) ≈ 1 + λ²O²/2.

Both operators have eigenvalues ±1 on the singly occupied bond, where a particle sits on one site or the other (D) or in the even or odd combination of the two (B). Setting O² = 1 there gives λ²/2 ≈ x/2, so

λ ≈ √x.

The field strength grows as the square root of the time step. For x = 2 the estimate is 1.414, although x is then no longer small.

**Exact solution**

*The square of each operator.* Since n² = n,

D² = n_i + n_j − 2n_i n_j.

For B there are four products:

B² = c_i†c_j c_i†c_j + c_i†c_j c_j†c_i + c_j†c_i c_i†c_j + c_j†c_i c_j†c_i.

The first and last vanish because each contains the same creation operator twice. In the second, c_j c_j† = 1 − n_j commutes with c_i, which leaves n_i(1 − n_j). The third is n_j(1 − n_i) in the same way. Hence

B² = n_i(1 − n_j) + n_j(1 − n_i) = n_i + n_j − 2n_i n_j = D².

This common square equals 1 on a singly occupied bond and 0 otherwise, so it is a projector. Expanding the interaction and inserting n_i n_j = (n_i + n_j − O²)/2 gives

(n_i − ½)(n_j − ½) = n_i n_j − (n_i + n_j)/2 + ¼ = ¼ − O²/2.

The left side of (1) is therefore e^{−x/4} exp(xO²/2).

*The coupling.* Because (O²)^k = O² for k ≥ 1,

exp(xO²/2) = 1 + (e^{x/2} − 1)O².

Both D and B give zero on empty and doubly occupied bonds, so O·O² = O. Odd powers of O reduce to O and even powers to O². With s² = 1,

exp(λsO) = 1 + s sinh λ O + (cosh λ − 1)O².

Averaging over s removes the odd term:

½ Σ_s exp(λsO) = 1 + (cosh λ − 1)O².

Comparing the coefficients of 1 and O² gives

C = e^{−x/4},  cosh λ = e^{x/2}, for O = D and for O = B.  (2)

The exact constant is the same in both channels because only O² enters. To solve for it, multiply e^λ + e^{−λ} = 2e^{x/2} by e^λ. The resulting quadratic has roots e^{x/2} ± √(e^x − 1), whose product is 1, so they belong to λ and −λ. The positive solution is

λ = ln[e^{x/2} + √(e^x − 1)].

The other sign merely relabels s. For x = 2, cosh λ = e = 2.7183 and λ = 1.6575.

*Attraction.* For V < 0 the right side of (2) is below 1, so no real λ exists. Setting λ = iα gives

cos α = e^{−|x|/2}.

The identity still holds in both channels, but the field exponentials are now unitary rather than positive operators.

*Interaction without the shifts.* From n_i n_j = (n_i + n_j)/2 − O²/2,

exp(−x n_i n_j) = exp[−x(n_i + n_j)/2] · ½ Σ_s exp(λsO).

The factors may be separated because D and B both conserve n_i + n_j. The coupling is unchanged, but the constant C has become a site potential. This matters for the sign result below, which assumes that no site terms remain.

*Bonds that share a site.* The interaction factors of different bonds are functions of occupations and commute. Their product is therefore the exact exponential of the whole interaction, and (1) may be inserted bond by bond. In the density channel the field exponentials also commute and may be merged into one.

In the hopping channel they do not commute. With one particle on a chain 1–2–3, B₁₂B₂₃ carries it from site 3 to site 1, whereas B₂₃B₁₂ gives zero. The exponentials must stay an ordered product, with the same order for all field values.

The cost of merging them can be found with the particle on site 2. Let A = s₁B₁₂ + s₂B₂₃. Then

A|2⟩ = s₁|1⟩ + s₂|3⟩,  A²|2⟩ = (s₁² + s₂²)|2⟩ = 2|2⟩.

Odd powers of A have no diagonal element here, so ⟨2|exp(λA)|2⟩ = cosh(√2 λ). Both bonds are singly occupied, and the correct value is (e^{x/2})² = cosh²λ. Expanding,

cosh²λ = 1 + λ² + λ⁴/3 + …,

cosh(√2 λ) = 1 + λ² + λ⁴/6 + ….

The merged form is too small by λ⁴/6, or x²/6 at leading order. At x = 2, with the prefactor C² = e^{−1} included, the correct element is e^{−1}e² = 2.718 and the merged one falls short by 0.783, which is 29% of the correct value.

*From operators to determinants.* Each exponent is a one-body operator Σ_ab c_a†h_ab c_b, whose exponential replaces every occupied orbital v by e^h v. An ordered product of such exponentials acts through the matrix product M = e^{h₁}e^{h₂}⋯. The diagonal element for particles on a set I of sites is the determinant of M restricted to I. Summing these principal minors over all sets, including the empty one, gives

Tr(product) = det(1 + M).

This determinant, times positive constants, is the weight of a field configuration.

*Sign in the hopping channel.* Assume that V > 0, that all bonds join sublattice 𝒜 to sublattice ℬ, that the hopping is real, and that there are no site terms. Let η be +1 on 𝒜 and −1 on ℬ. Every exponent h, kinetic or field, is then real and symmetric with ηhη = −h. Hence e^h η = η e^{−h}, and

(e^h)ᵀ η e^h = e^h η e^h = η e^{−h}e^h = η.

Applying this factor by factor gives MᵀηM = η. In sublattice blocks let

M = [[a, b], [c, d]].

The lower right block of MᵀηM = η reads bᵀb − dᵀd = −1, or

dᵀd = 1 + bᵀb.

So d is never singular. If all exponents are multiplied by r and r is lowered from 1 to 0, this remains true while d goes continuously to the unit matrix. Its determinant cannot change sign on the way, and therefore det d > 0.

Now let M take (u, w) to (u′, w′). The relation MᵀηM = η means |u′|² − |w′|² = |u|² − |w|², which rearranges to

|u′|² + |w|² = |u|² + |w′|².

The map S from (u, w′) to (u′, w) thus preserves length and is a real orthogonal matrix. Explicitly,

S = QP⁻¹,  P = [[1, 0], [c, d]],  Q = [[a, b], [0, 1]],

where P takes (u, w) to (u, w′), Q takes (u, w) to (u′, w), and det P = det d. Since P + Q = 1 + M,

1 + S = (P + Q)P⁻¹ = (1 + M)P⁻¹,

det(1 + M) = det d · det(1 + S) ≥ 0.  (3)

The last step holds because an eigenvalue +1 of S contributes a factor 2, an eigenvalue −1 contributes 0, and a conjugate pair e^{±iθ} contributes 2 + 2cos θ ≥ 0. Under the stated assumptions no hopping-channel weight is negative.

*Sign in the density channel.* Here the field exponents are diagonal and commute with η, so the argument does not apply. The four-site ring with periodic boundary shows that negative weights can occur. In one of its most negative configurations (symmetry-related ones have the same weight) the field exponents on sites 1 to 4, in units of λ and in the order in which they act, are

(0, 0, +2, −2), (−2, +2, −2, +2), (0, +2, −2, 0), (+2, −2, +2, −2).

Each is followed by the kinetic factor K = exp(Δτ t h), where h is the ring's hopping matrix. Its eigenvalues are 0 and ±2, so h³ = 4h and, with θ = 2Δτ t = 1,

K = 1 + ½ sinh θ h + ¼(cosh θ − 1)h².

The matrix h² has the element 2 on the diagonal and between opposite sites. The elements of K for the same site, neighbours and opposite sites are therefore

K₀ = 1 + ½(cosh θ − 1),  K₁ = ½ sinh θ,  K₂ = ½(cosh θ − 1),

with K₀ − K₂ = 1. When one of two particles moves to a neighbouring empty site, the direct term K₀K₁ and the exchange term K₂K₁ combine to K₁(K₀ − K₂) = K₁. A direct jump between {1,3} and {2,4} has amplitude K₁² − K₁² = 0.

The largest exponents available to two particles in the four fields are 2λ, 4λ, 2λ and 4λ. The second field selects {2,4} and the fourth selects {1,3}. The first allows {1,3} or {2,3}, and the third allows {1,2} or {2,4}. Since direct jumps between {1,3} and {2,4} vanish, one closed history remains at this order:

{2,3} → {2,4} → {1,2} → {1,3} → {2,3}.

One particle goes 3 → 4 → 1 → 2 and the other goes 2 → 3. They have exchanged places, which gives a factor −1, so the leading two-particle trace is

−K₁⁴ e^{12λ} = −(0.5876)⁴ × 4.34×10⁸ ≈ −5.2×10⁷.

The full two-particle trace is −4.36×10⁷; the difference comes from histories with smaller exponents. The traces with 0, 1, 2, 3 and 4 particles add up to

1 + 5.45×10⁵ − 4.357×10⁷ + 5.45×10⁵ + 1 ≈ −4.25×10⁷,

which is the negative determinant of this configuration. The sign comes from an exchange around the ring, so it depends on the lattice and its boundary. On an open chain, hopping never carries one fermion past another, all matrix elements of the kinetic and field factors between occupation states are non-negative, and no density-channel weight is negative. With an antiperiodic boundary, this four-site ring at the same parameters also has no negative weight. The density channel lacks the general guarantee (3), but it does not give negative weights on every bipartite lattice.

**Comparison of estimate and exact result**

To see how (2) approaches the scaling law, insert λ² = x + kx² into cosh λ = 1 + λ²/2 + λ⁴/24 + … and compare with e^{x/2} = 1 + x/2 + x²/8 + …. At order x²,

k/2 + 1/24 = 1/8,  so k = 1/6,

λ = √x (1 + x/12 + …).

For large x, instead, √(e^x − 1) ≈ e^{x/2} and λ ≈ x/2 + ln 2, so the square-root law fails.

- x = 0.1: estimate 0.3162, exact 0.3189.
- x = 0.5: estimate 0.7071, exact 0.7369.
- x = 2: estimate 1.414, exact 1.657.

At x = 2 the estimate is 15% below the exact coupling. Its effect has a direct meaning. An Ising field with coupling √x decouples exactly a different repulsion V′, fixed by e^{ΔτV′/2} = cosh √x, apart from a constant factor. Using ln cosh y = y²/2 − y⁴/12 + …,

V′ = (2/Δτ) ln cosh √x = V(1 − x/6 + …).

The estimate thus simulates too weak a repulsion, with a relative error linear in Δτ. At x = 2, cosh √2 = 2.178 and V′ = 4t × 0.7785 ≈ 3.1t instead of 4t. On a singly occupied bond the factor e^{x/4} = 1.649 comes out too small by 0.328, or 20%, in either channel.

The exact coupling removes this error, but not the one made by separating hopping from interaction. Under the trace, the product of e^{−ΔτH_t} and e^{−ΔτH_V}, where H_t and H_V are the hopping and interaction parts of H, can be rearranged cyclically into slices of the symmetric form

e^{−ΔτH_V/2} e^{−ΔτH_t} e^{−ΔτH_V/2}.

Reversing the sign of Δτ inverts this form, so its logarithm is odd in Δτ. The error in the effective Hamiltonian therefore starts at order Δτ².

For the ring, summing all 65536 field configurations gives Z = 46589.25 in each channel, in agreement with the four-slice operator trace. The value without time slicing is 31372.70. The excess of 48.5% is the splitting error of this coarse step, which was chosen so that every configuration could be enumerated. With 64 and 128 slices the relative error falls to 1.8×10⁻³ and 4.6×10⁻⁴, a ratio of 4.0, as expected for an error of order Δτ².

The channels share λ and Z but differ in their weights. In the density channel 256 configurations have weights below −10⁻⁷ times the largest weight, 384 are negative in all, and the average sign, Σw/Σ|w| over the weights w, is 0.9988. In the hopping channel none is negative beyond rounding, as (3) requires. The density-channel figure belongs to this small ring and does not predict the average sign of larger systems. The numerical check tests the one-bond identities, the ordering rule and the positivity relation separately.

Calculated quantities

```
repulsion V = 4.0 t
inverse temperature beta = 2.0 /t
time step dtau = 0.50 /t, number of slices = 4
x = dtau V = 2.00 (dimensionless)
cosh(lambda) = exp(x/2) = 2.718282
lambda, both channels = 1.657454 (dimensionless)
x = 0.1: lambda = 0.318869, sqrt(x) = 0.316228, sqrt(x)(1+x/12) = 0.318863
x = 0.5: lambda = 0.736905, sqrt(x) = 0.707107, sqrt(x)(1+x/12) = 0.736570
largest matrix error with sqrt(x), density channel = 0.3276
largest matrix error with sqrt(x), hopping channel = 0.3276
merged-exponential error, 3-site chain, density: zero to rounding
merged-exponential error, 3-site chain, hopping: 0.7835
Z from Tr exp(-beta H) = 31372.702597
Z from Fock-space Trotter product, 4 slices = 46589.253693
relative Trotter error, 4 slices = 4.850e-01
relative Trotter error, 64 slices = 1.835e-03
relative Trotter error, 128 slices = 4.587e-04
ratio of the last two errors = 4.001
density channel: configurations = 65536
density channel: Z from field sum = 46589.253693
density channel: negative weights beyond rounding = 256
density channel: average sign = 0.99879669
density channel: smallest/largest weight = -2.27e-05
hopping channel: configurations = 65536
hopping channel: Z from field sum = 46589.253693
hopping channel: negative weights beyond rounding = 0
hopping channel: average sign = 1.00000000
hopping channel: smallest/largest weight = 4.85e-14
worst configuration, factor 1: exponents on sites 1-4 = (+2, -2, +2, -2) lambda
worst configuration, factor 2: exponents on sites 1-4 = (+0, +2, -2, +0) lambda
worst configuration, factor 3: exponents on sites 1-4 = (-2, +2, -2, +2) lambda
worst configuration, factor 4: exponents on sites 1-4 = (+0, +0, +2, -2) lambda
worst configuration: trace with 0 particles = 1.00000e+00
worst configuration: trace with 1 particles = 5.45384e+05
worst configuration: trace with 2 particles = -4.35681e+07
worst configuration: trace with 3 particles = 5.45384e+05
worst configuration: trace with 4 particles = 1.00000e+00
worst configuration: determinant = -4.24773e+07
```
